**Waveform test of the RF gain of a directly detected photonic link**

The program tests $G=(\pi IR/V_\pi)^2$, where $I$ is the average photocurrent, $R$ the common source, modulator and load resistance, and $V_\pi$ the half-wave voltage. It adds the optical fields of the two modulator arms, solves the photodiode and bias-tee circuit harmonic by harmonic, and extracts the load power at the drive frequency. It asserts agreement with the formula to a relative tolerance of $2\times10^{-4}$ for four combinations of current, half-wave voltage and resistance. Further assertions cover large-signal compression, a receiver shunt resistor, bias error, finite extinction, impedance mismatch, electrode response, photodiode capacitance and the power balance above unit gain. For 10 mA, 50 Ω and 3 V, the formula and the simulation both give −5.620 dB. A 50 Ω receiver shunt lowers this to −11.641 dB. With the assumed device imperfections at quadrature, the simulated gain is −6.576 dB at 1 GHz and −7.628 dB at 10 GHz.

## Numerical verification

```python
# RESULT UNDER TEST: small-signal RF power gain of a directly detected link,
#     G = (pi * I * R / Vpi)^2,
# with a Mach-Zehnder modulator at quadrature.
# I: average photocurrent (A); Vpi: half-wave voltage (V);
# R: source, modulator and load resistance (ohm).
# G is load power divided by available source power. All alternating
# photocurrent enters the load unless a shunt resistor is specified.
# The test simulates optical fields and circuit waveforms.
import numpy as np
from scipy.constants import c as light_speed
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar
from scipy.special import j1

V_PI, I_DC, R0 = 3.0, 10e-3, 50.0
P_IN = 1e-4                 # available input power, W
V_BIAS = 5.0                # photodiode reverse bias, V
L_TEE, C_TEE = 10e-6, 100e-9  # bias-tee inductor (H), capacitor (F)
N = 256                     # samples per RF period
QUAD = np.pi / 2


def db(ratio):
    return 10 * np.log10(ratio)


def transmission(v, v_pi=V_PI, bias=QUAD, arm=1.0):
    """Interference of two push-pull arms; arm = field ratio."""
    half_phase = np.pi * v / (2 * v_pi) + bias / 2
    field = (np.exp(1j * half_phase) + arm * np.exp(-1j * half_phase)) / 2
    return np.abs(field)**2


def receiver(current, freq, r, shunt, cj):
    """Node and load voltages of a photodiode with a bias tee."""
    spectrum = np.fft.rfft(current)
    w = 2 * np.pi * freq * np.arange(1, len(spectrum))
    r_par = 1 / (1 / r + 1 / shunt)
    z_branch = r_par + 1 / (1j * w * C_TEE)
    admittance = 1j * w * cj + 1 / (1j * w * L_TEE) + 1 / z_branch
    node = np.zeros_like(spectrum)
    load = np.zeros_like(spectrum)
    node[0] = V_BIAS * N
    node[1:] = -spectrum[1:] / admittance
    load[1:] = node[1:] * r_par / z_branch
    return np.fft.irfft(node, N), np.fft.irfft(load, N)


def simulate(p_in=1e-6, idc=I_DC, v_pi=V_PI, r=R0, bias=QUAD, arm=1.0,
             z_mod=None, drive=1.0, freq=1e9, shunt=np.inf, cj=0.0,
             fixed_laser=False):
    """Return fundamental power gain and the receiver waveforms."""
    z_mod = r if z_mod is None else z_mod
    emf = np.sqrt(8 * r * p_in)
    amplitude = drive * emf * z_mod / (z_mod + r)
    v = amplitude * np.sin(2 * np.pi * np.arange(N) / N)
    reference_bias = QUAD if fixed_laser else bias
    reference = transmission(0.0, v_pi, reference_bias, arm)
    current = idc * transmission(v, v_pi, bias, arm) / reference
    node, load = receiver(current, freq, r, shunt, cj)
    load_amp = 2 * abs(np.fft.rfft(load)[1]) / N
    return load_amp**2 / (2 * r) / p_in, current, node, load


def gain_formula(idc=I_DC, v_pi=V_PI, r=R0):
    return (np.pi * idc * r / v_pi)**2


# Half-wave voltage from the actual extrema of the transmission.
opts = {"xatol": 1e-10}
v_max = minimize_scalar(lambda v: -transmission(v), bounds=(-2.5, 0),
                        method="bounded", options=opts).x
v_min = minimize_scalar(transmission, bounds=(0, 2.5),
                        method="bounded", options=opts).x
assert abs(v_min - v_max - V_PI) < 1e-5

# Available source power is the maximum over resistive loads.
v_drive = np.sqrt(2 * R0 * P_IN)
best = minimize_scalar(lambda z: -(2 * v_drive / (R0 + z))**2 * z / 2 / P_IN,
                       bounds=(5, 500), method="bounded")
assert abs(best.x - R0) < 0.01 and abs(-best.fun - 1) < 1e-6

# Small-signal law for different currents, voltages and resistances.
for idc, v_pi, r in [(0.01, 3, 50), (0.03, 3, 50), (0.005, 1.5, 50),
                     (0.01, 5, 75)]:
    numerical = simulate(idc=idc, v_pi=v_pi, r=r)[0]
    # Finite drive lowers the gain by about m^2/4, at most 1.1e-4 here.
    assert abs(numerical / gain_formula(idc, v_pi, r) - 1) < 2e-4
gain = gain_formula()
assert abs(db(gain) + 5.6) < 0.05


def compression(p_in):
    m = np.pi * np.sqrt(2 * R0 * p_in) / V_PI
    return (2 * j1(m) / m)**2


# Large-signal Bessel law and 1 dB compression point.
for power in (1e-3, 5e-3, 2e-2):
    assert abs(simulate(p_in=power)[0] / (gain * compression(power)) - 1) < 1e-5
p_comp = brentq(lambda p: db(compression(p)) + 1, 1e-4, 2e-2)
p_comp_sim = brentq(lambda p: db(simulate(p_in=p)[0] / simulate()[0]) + 1,
                    1e-4, 2e-2)
assert abs(p_comp_sim / p_comp - 1) < 1e-3

# A second 50 ohm resistor at the receiver halves the load current.
gain_sim = simulate()[0]
gain_shunt = simulate(shunt=R0)[0]
assert abs(gain_shunt / gain_sim - 0.25) < 1e-5

# Unit-gain current, and power balance when the gain exceeds one.
i_unity = V_PI / (np.pi * R0)
assert abs(simulate(idc=i_unity)[0] - 1) < 1e-4
i_high = 30e-3
gain_high, current, node, load = simulate(p_in=P_IN, idc=i_high)
load_power = np.mean(load**2) / R0
diode_power = np.mean(node * current)
supply_power = V_BIAS * np.mean(current)
assert gain_high > 1 and load_power > P_IN
assert abs(supply_power - diode_power - load_power) < 1e-6 * load_power

# Bias error: fixed laser power versus fixed average photocurrent.
error = np.deg2rad(5)
bias_change = {}
for sign in (-1, 1):
    phase = QUAD + sign * error
    fixed_power = simulate(bias=phase, fixed_laser=True)[0] / gain_sim
    fixed_current = simulate(bias=phase)[0] / gain_sim
    assert abs(fixed_power - np.sin(phase)**2) < 1e-4
    assert abs(fixed_current - np.tan(phase / 2)**2) < 1e-4
    bias_change[sign] = (db(fixed_power), db(fixed_current))

# Finite extinction ratio from unequal arm fields.
er_db = 20.0
er = 10**(er_db / 10)
arm = (np.sqrt(er) - 1) / (np.sqrt(er) + 1)
visibility = (er - 1) / (er + 1)
er_factor = simulate(arm=arm)[0] / gain_sim
assert abs(er_factor - visibility**2) < 1e-5

# Electrode impedance different from the source resistance.
z_mod = 45.0
reflection = (z_mod - R0) / (z_mod + R0)
z_factor = simulate(z_mod=z_mod)[0] / gain_sim
assert abs(z_factor - (1 + reflection)**2) < 1e-4

# Frequency effects: lossy, velocity-mismatched electrode and diode RC.
length_cm, loss_coeff, delta_n, cj = 2.0, 0.3, 0.05, 0.1e-12
effects = {}
for freq in (1e9, 10e9):
    alpha = loss_coeff * np.sqrt(freq / 1e9) * np.log(10) / 20
    beta = 2 * np.pi * freq * delta_n / light_speed / 100
    real = quad(lambda z: np.exp(-alpha * z) * np.cos(beta * z), 0, length_cm)[0]
    imag = quad(lambda z: np.exp(-alpha * z) * np.sin(beta * z), 0, length_cm)[0]
    drive = np.hypot(real, imag) / length_cm
    g = (alpha + 1j * beta) * length_cm
    assert abs(drive - abs((1 - np.exp(-g)) / g)) < 1e-10
    rc_factor = simulate(freq=freq, cj=cj)[0] / gain_sim
    assert abs(rc_factor - 1 / (1 + (2 * np.pi * freq * R0 * cj)**2)) < 1e-4
    total = simulate(p_in=P_IN, arm=arm, z_mod=z_mod, drive=drive,
                     freq=freq, cj=cj)[0]
    summed = (db(gain) + db(drive**2) + db(rc_factor) + db(er_factor)
              + db(z_factor) + db(compression(P_IN)))
    # Compression depends slightly on the reduced drive, hence 0.01 dB.
    assert abs(db(total) - summed) < 0.01
    effects[freq] = (db(drive**2), db(rc_factor), db(total))

m = np.pi * v_drive / V_PI
i_signal = I_DC * m
p_out = i_signal**2 * R0 / 2
responsivity, excess_loss_db = 0.8, 4.0
p_optical = I_DC / responsivity
p_laser = 2 * p_optical * 10**(excess_loss_db / 10)

print(f"Half-wave voltage: {V_PI:.1f} V")
print(f"Average photocurrent: {I_DC*1e3:.1f} mA")
print(f"Source, modulator and load resistance: {R0:.0f} ohm")
print(f"Available input power: {P_IN*1e3:.3f} mW = {db(P_IN/1e-3):.2f} dBm")
print(f"Peak drive voltage: {v_drive:.4f} V")
print(f"Modulation index m: {m:.5f} rad")
print(f"Peak signal photocurrent: {i_signal*1e3:.4f} mA")
print(f"Load power, small-signal: {p_out*1e6:.2f} uW = {db(p_out/1e-3):.2f} dBm")
print(f"pi I R / Vpi: {np.sqrt(gain):.5f} (dimensionless)")
print(f"Power gain, formula: {gain:.5f} = {db(gain):.3f} dB")
print(f"Power gain, waveform simulation: {db(gain_sim):.3f} dB")
print(f"Gain with 50 ohm receiver shunt: {db(gain_shunt):.3f} dB")
print(f"Change due to receiver shunt: {db(gain_shunt/gain_sim):.3f} dB")
print(f"Photocurrent for unit gain: {i_unity*1e3:.2f} mA")
print(f"Compression at example input: {db(compression(P_IN)):.4f} dB")
print(f"Input power at 1 dB compression: {db(p_comp/1e-3):.2f} dBm")
print(f"Peak drive at 1 dB compression: {np.sqrt(2*R0*p_comp):.3f} V")
print(f"Power-balance case, photocurrent: {i_high*1e3:.1f} mA")
print(f"Power-balance case, gain: {db(gain_high):.3f} dB")
print(f"Power-balance case, supply power: {supply_power*1e3:.4f} mW")
print(f"Power-balance case, diode electrical power: {diode_power*1e3:.4f} mW")
print(f"Power-balance case, load power: {load_power*1e3:.4f} mW")
print(f"Assumed bias phase error: {np.rad2deg(error):.1f} degrees")
for sign in (-1, 1):
    angle = 90 + sign * np.rad2deg(error)
    print(f"Bias {angle:.0f} deg, fixed laser: {bias_change[sign][0]:+.3f} dB")
    print(f"Bias {angle:.0f} deg, fixed current: {bias_change[sign][1]:+.3f} dB")
print(f"Assumed extinction ratio: {er_db:.1f} dB")
print(f"Change due to finite extinction: {db(er_factor):.3f} dB")
print(f"Assumed mismatched electrode impedance: {z_mod:.1f} ohm")
print(f"Change due to electrode impedance: {db(z_factor):.3f} dB")
print(f"Electrode length: {length_cm:.1f} cm")
print(f"Electrode loss coefficient: {loss_coeff:.2f} dB/(cm sqrt(GHz))")
print(f"RF-optical index mismatch: {delta_n:.3f} (dimensionless)")
print(f"Photodiode capacitance: {cj*1e12:.2f} pF")
for freq, (electrode, rc, total) in effects.items():
    print(f"{freq/1e9:.0f} GHz, electrode loss and velocity: {electrode:.3f} dB")
    print(f"{freq/1e9:.0f} GHz, photodiode capacitance: {rc:.3f} dB")
    print(f"{freq/1e9:.0f} GHz, gain with effects at quadrature: {total:.3f} dB")
print(f"Assumed photodiode responsivity: {responsivity:.2f} A/W")
print(f"Optical power at photodiode: {p_optical*1e3:.2f} mW")
print(f"Assumed optical excess loss: {excess_loss_db:.1f} dB")
print(f"Required laser power: {p_laser*1e3:.1f} mW")
print(f"Photodiode reverse bias: {V_BIAS:.1f} V")
print(f"Bias-supply power at example current: {V_BIAS*I_DC*1e3:.1f} mW")
print(f"Peak RF voltage at load: {i_signal*R0*1e3:.2f} mV")
print("ALL CHECKS PASSED")
```

Running it gives:

```
Half-wave voltage: 3.0 V
Average photocurrent: 10.0 mA
Source, modulator and load resistance: 50 ohm
Available input power: 0.100 mW = -10.00 dBm
Peak drive voltage: 0.1000 V
Modulation index m: 0.10472 rad
Peak signal photocurrent: 1.0472 mA
Load power, small-signal: 27.42 uW = -15.62 dBm
pi I R / Vpi: 0.52360 (dimensionless)
Power gain, formula: 0.27416 = -5.620 dB
Power gain, waveform simulation: -5.620 dB
Gain with 50 ohm receiver shunt: -11.641 dB
Change due to receiver shunt: -6.021 dB
Photocurrent for unit gain: 19.10 mA
Compression at example input: -0.0119 dB
Input power at 1 dB compression: 9.16 dBm
Peak drive at 1 dB compression: 0.908 V
Power-balance case, photocurrent: 30.0 mA
Power-balance case, gain: 3.910 dB
Power-balance case, supply power: 150.0000 mW
Power-balance case, diode electrical power: 149.7539 mW
Power-balance case, load power: 0.2461 mW
Assumed bias phase error: 5.0 degrees
Bias 85 deg, fixed laser: -0.033 dB
Bias 85 deg, fixed current: -0.759 dB
Bias 95 deg, fixed laser: -0.033 dB
Bias 95 deg, fixed current: +0.759 dB
Assumed extinction ratio: 20.0 dB
Change due to finite extinction: -0.174 dB
Assumed mismatched electrode impedance: 45.0 ohm
Change due to electrode impedance: -0.470 dB
Electrode length: 2.0 cm
Electrode loss coefficient: 0.30 dB/(cm sqrt(GHz))
RF-optical index mismatch: 0.050 (dimensionless)
Photodiode capacitance: 0.10 pF
1 GHz, electrode loss and velocity: -0.298 dB
1 GHz, photodiode capacitance: -0.004 dB
1 GHz, gain with effects at quadrature: -6.576 dB
10 GHz, electrode loss and velocity: -0.947 dB
10 GHz, photodiode capacitance: -0.409 dB
10 GHz, gain with effects at quadrature: -7.628 dB
Assumed photodiode responsivity: 0.80 A/W
Optical power at photodiode: 12.50 mW
Assumed optical excess loss: 4.0 dB
Required laser power: 62.8 mW
Photodiode reverse bias: 5.0 V
Bias-supply power at example current: 50.0 mW
Peak RF voltage at load: 52.36 mV
ALL CHECKS PASSED
```
